# Logarithmic imprint growth does not prove a distribution of trap barriers

**Q:** I store a hafnium-zirconium oxide capacitor at 85 °C, and its hysteresis loop shifts along the voltage axis in proportion to the logarithm of time, over several decades. One trap barrier would give one exponential. I therefore conclude that the barriers are distributed, and I read their density from the slope.

**A:** One barrier gives one exponential if it stays constant while the traps fill. Does yours? The trapped charge changes the field that drives the trapping.

**Q:** Show me that field.

**A:** Take a ferroelectric of thickness $d_F$ and relative permittivity $\varepsilon_F$ on an interlayer with $d_I$ and $\varepsilon_I$. Fields are positive from the ferroelectric towards the interlayer. Let $P$ be the polarization left after fast compensation, which I assume follows each switching. Slow electrons at the boundary carry charge $-\sigma$ per area, uniform on average. Gauss's law and the applied voltage give

$$\varepsilon_0\varepsilon_I E_I-\varepsilon_0\varepsilon_F E_F-P=-\sigma,\qquad V=E_Fd_F+E_Id_I .$$

Inserting $E_F=(V-E_Id_I)/d_F$ in the first equation and collecting $E_I$,

$$E_I=\frac{\varepsilon_0\varepsilon_FV/d_F+P-\sigma}{C_s},\qquad C_s=\varepsilon_0\left(\varepsilon_I+\frac{\varepsilon_Fd_I}{d_F}\right).$$

In storage $V=0$ and $P=P_u>0$, so $E_I=(P_u-\sigma)/C_s$. This field pushes electrons from the electrode to the boundary, and it weakens as they arrive.

For the loop, eliminate $E_I$ instead:

$$V=E_F\left(d_F+\frac{\varepsilon_Fd_I}{\varepsilon_I}\right)+\frac{(P-\sigma)d_I}{\varepsilon_0\varepsilon_I}.$$

If switching occurs at fixed $E_F=\pm E_c$ and $\sigma$ stays put during the read, both coercive voltages move by $-\sigma d_I/(\varepsilon_0\varepsilon_I)$. That favours the stored state. I call the magnitude $\Delta V$.

**Q:** A weaker field need not mean a linearly higher barrier.

**A:** It does to leading order for tunnelling into a site whose surroundings relax strongly. Along a lattice coordinate $\xi$, let the energy be $\lambda\xi^2$ before capture and $\lambda(\xi-1)^2-\Delta$ after it, where $\Delta$ is the energy released. The curves cross at $\xi=(\lambda-\Delta)/2\lambda$, so the barrier is

$$W=\lambda\xi^2=\frac{(\lambda-\Delta)^2}{4\lambda}.$$

Charge $\sigma$ lowers $\Delta$ from its initial value $\Delta_i$ by $x=ed_I\sigma/C_s$. With $\beta=(\lambda-\Delta_i)/2\lambda$ and $W_i=\lambda\beta^2$, expanding the square gives

$$W=W_i+\beta x+\frac{x^2}{4\lambda}.$$

Drop the last term for now. Then $W=W_i+\alpha\sigma$, with $\alpha=\beta ed_I/C_s$.

**Q:** And the time law?

**A:** Let there be $N$ identical sites per area, few of them filled, with attempt rate $\nu$ and negligible back transfer. Then

$$\frac{d\sigma}{dt}=R_0e^{-\sigma/\sigma_0},\qquad R_0=eN\nu e^{-W_i/k_BT},\qquad \sigma_0=\frac{k_BT}{\alpha}.$$

Separating the variables and integrating from $\sigma=0$ gives $\sigma_0(e^{\sigma/\sigma_0}-1)=R_0t$, hence

$$\sigma=S(t)\equiv\sigma_0\ln\left(1+\frac{t}{t_0}\right),\qquad t_0=\frac{\sigma_0}{R_0}.$$

For $t\ll t_0$ the growth is linear, $\sigma\approx R_0t$. For $t\gg t_0$ each further decade adds $\sigma_0\ln10$. The formula has no saturation, so it must fail once sites run out or electrons return.

**Q:** Would that cover my decades with plausible numbers?

**A:** Take $d_F=10$ nm, $d_I=1.5$ nm, $\varepsilon_F=30$, $\varepsilon_I=20$, $P_u=9.0$ µC/cm², $W_i=0.70$ eV, $\beta=0.40$ and $N=3.0\times10^{14}$ cm⁻². These are rough choices. The initial field is 4.15 MV/cm and the energy drop across the interlayer is 0.6223 eV. Thus

$$\alpha=\frac{0.40\times0.6223}{9.0}=0.02766\ \text{eV per µC/cm}^2,\qquad \sigma_0=\frac{0.03086}{0.02766}=1.116\ \text{µC/cm}^2 .$$

For $\nu$, multiply $10^{13}$ s⁻¹ by the tunnelling factor $\exp[-(2/\hbar)\int_0^{d_I}\sqrt{2m(\phi-eE_Iz)}\,dz]$. With $\phi=2.0$ eV and $m=0.3$ electron masses it is $1.80\times10^{-5}$, so $\nu=1.80\times10^8$ s⁻¹. Full sites would hold $eN=48.1$ µC/cm², and $t_0$ comes to 0.91 s.

One µC/cm² shifts the loop by 0.0847 V. The shift is 0.235 V at 10 s, 0.445 V at 100 s, 0.662 V at 1000 s and 0.879 V at $10^4$ s. The late slope is $0.0847\times1.116\times\ln10=0.218$ V per decade. At $10^4$ s the charge, 10.4 µC/cm², exceeds $P_u$, so $E_I$ has reversed. Capture continues because it still releases energy: with $\lambda=W_i/\beta^2$ and $\Delta_i=\lambda(1-2\beta)$, $\Delta$ has fallen from 0.88 to 0.16 eV but is still positive.

**Q:** Surely a precise enough curve would still tell this from a real distribution.

**A:** Not at fixed temperature and bias. Consider the identity

$$\ln\left(1+\frac{t}{t_0}\right)=\int_0^\infty(1-e^{-rt})\,e^{-rt_0}\,\frac{dr}{r}.$$

Both sides vanish at $t=0$. Their time derivatives agree because $\int_0^\infty e^{-r(t+t_0)}dr=1/(t+t_0)$. The right side is a sum of independent exponential processes with positive weights.

Write each rate as $r=\nu e^{-W/k_BT}$, with $W$ now fixed for each trap. Then $|dr|/r=dW/k_BT$, and multiplying by $\sigma_0$ turns the identity into

$$S(t)=\int g(W)\left(1-e^{-rt}\right)dW,\qquad g(W)=\frac1\alpha\exp\left(-\nu t_0e^{-W/k_BT}\right).$$

This is a plateau with a soft lower edge near $k_BT\ln(\nu t_0)=0.584$ eV. Your analysis would report $1/(e\alpha)=2.26\times10^{14}$ traps per cm² and eV, although the sites that made the curve are identical. The argument runs both ways: the curve does not exclude a distribution either.

**Q:** Then I will change the temperature. A distribution has a slope proportional to $T$.

**A:** So does the simple feedback law, through $\sigma_0=k_BT/\alpha$. For a flat band of constant $g$ above $W_i$, with attempt rate $\nu_b$, put $y=\nu_bte^{-W/k_BT}$:

$$\sigma=gk_BT\int_0^Y\frac{1-e^{-y}}{y}dy\approx gk_BT(\ln Y+\gamma),\qquad Y=\nu_bte^{-W_i/k_BT}\gg1,$$

where $\gamma\approx0.577$ is Euler's constant. Choose $g=1/\alpha$ and $\nu_b=e^{-\gamma}eN\nu/\sigma_0(T)$, so that the late curves coincide at $T$.

At another temperature $T'$, keep $g$, $\alpha$, $\nu$ and $\nu_b$ fixed. The feedback curve contains $\sigma_0(T')$ where the band retains $\sigma_0(T)$. The band therefore differs from it by $\sigma_0(T')\ln(T'/T)$. From 85 to 25 °C both slopes fall from 0.218 to 0.181 V per decade, and at late times these two curves separate by 14 mV. The offset depends on the band chosen, so a slope proportional to $T$ does not decide the matter.

**Q:** Suppose both mechanisms are present. What does my slope measure?

**A:** Let a flat band have barriers $W+\alpha\sigma$. All its rates then share the factor $e^{-\alpha\sigma/k_BT}$. Define an effective time $s$ by $ds/dt=e^{-\alpha\sigma/k_BT}$. In terms of $s$ the traps fill independently, so at late times $\sigma=gk_BT\ln(Cs)$, with $C$ constant. Differentiate, then replace $1/s$ by $Ce^{-\sigma/gk_BT}$:

$$\frac{d\sigma}{dt}=\frac{gk_BT}{s}\,e^{-\alpha\sigma/k_BT}=gk_BT\,C\exp\left[-\frac{\sigma}{k_BT}\left(\alpha+\frac1g\right)\right].$$

This is the earlier rate law with $\alpha$ replaced by $\alpha+1/g$. The slope per factor $e$ in time is $k_BT/(\alpha+1/g)$, and dividing it by $k_BT$ gives an apparent density $g/(1+g\alpha)$.

With a true density of $2.00\times10^{14}$ cm⁻² eV⁻¹, $1/g=0.0312$ eV per µC/cm². The slope becomes 0.102 V per decade and the apparent density is $1.06\times10^{14}$, about half the true one.

**Q:** Can any slope rule out feedback acting alone?

**A:** A sufficiently small one can, within this model. Converting $\sigma_0$ to voltage,

$$\frac{d\Delta V}{d\ln t}=\frac{k_BT}{\beta e}\,\frac{C_s}{\varepsilon_0\varepsilon_I}=\frac{k_BT}{\beta e}\left(1+\frac{\varepsilon_Fd_I}{\varepsilon_Id_F}\right)\ge\frac{2k_BT}{e}\quad(\beta\le\tfrac12).$$

The bound on $\beta$ follows because negligible back transfer needs $\Delta\gtrsim0$, and then $\beta=(\lambda-\Delta)/2\lambda\le\tfrac12$. At 85 °C the floor is 142 mV per decade, or 174 mV with the geometry factor 1.225 of this example. It applies to a laterally uniform device with single-electron capture and constant $\nu$, after $t_0$ and before saturation. A tunnelling factor that falls with the field lowers the slope somewhat further. The mixed case above, at 102 mV per decade, lies under the floor, so within these limits feedback alone could not produce it. A slope over the floor decides nothing.

**Q:** What experiment would separate the two?

**A:** Use the history. Fill for $t_1$, empty partly under reverse bias for $t_2$, restore the storage state and refill for $t_3$. Suppose that distributed traps empty at the same rates $r$ at which they fill. After emptying, the occupation is

$$p=(1-e^{-rt_1})e^{-rt_2}=\left[1-e^{-r(t_1+t_2)}\right]-\left[1-e^{-rt_2}\right],$$

so the remaining charge is $\sigma'=S(t_1+t_2)-S(t_2)$. Refilling gives

$$1-(1-p)e^{-rt_3}=(1-e^{-rt_3})+e^{-r(t_2+t_3)}-e^{-r(t_1+t_2+t_3)},$$

and hence the charge $S(t_3)+S(t_1+t_2+t_3)-S(t_2+t_3)$. The easy traps were emptied first, and they refill first.

The feedback process knows its past through $\sigma$ alone. Brought to the same $\sigma'$, it grows by

$$\sigma_0\ln\left(1+\frac{t_3}{t_0}e^{-\sigma'/\sigma_0}\right).$$

For $t_1=10^4$ s and $t_2=t_3=10$ s, 0.645 V of shift remains. In the refill the distribution regains 0.173 V and the feedback process 0.0011 V.

Fast regrowth rules out a rate that depends on $\sigma$ alone, provided the polarization was fully restored. Slow regrowth counts against independent distributed traps if the easy ones had really been emptied. It does not exclude a distribution combined with feedback, because the remaining charge then slows the refilling too.

**Q:** You dropped several terms on the way. Does the logarithm survive them?

**A:** I integrated the rate equation numerically with each restored. At $10^4$ s the barrier curvature, with $\lambda=W_i/\beta^2=4.4$ eV, lowers the shift by 0.063 V. The site factor $1-\sigma/eN$ lowers it by 0.020 V. Recomputing the tunnelling factor as the field falls lowers it by 0.086 V. Back transfer, $(\sigma/eN)e^{-\Delta/k_BT}$ relative to the forward rate, changes it by less than 0.1 mV. That holds up to $10^4$ s only. In the simple law $\Delta$ reaches zero near $8\times10^4$ s, and back transfer then ends the growth within about a decade; with all four terms it ends after $10^6$ s.

With all four the shift is 0.733 V, 17% below the simple law. The successive slopes from 10 s on are 0.176, 0.175 and 0.170 V per decade, which would still pass for a logarithm.

**Q:** Electrons are discrete, though. Their repulsion must spread the barriers.

**A:** It does. I simulated 1600 identical sites on a periodic square lattice, without the four corrections except that a filled site takes no second electron. Each captured electron raises the other barriers by $\beta$ times its repulsion energy. For wavenumber $q$, the potential falls as a hyperbolic sine from the boundary to zero at each electrode. Gauss's law then gives a potential per unit boundary charge of $1/[\varepsilon_0q(\varepsilon_I\coth qd_I+\varepsilon_F\coth qd_F)]$, which I smoothed over 0.15 nm. Sites were drawn at random in proportion to their rates, and the clock advanced by the mean waiting time.

In one run to $10^4$ s, 375 electrons were captured. The growth stayed logarithmic, at 0.233 V per decade. The barriers of the empty sites ended with a standard deviation of $0.73\,k_BT$. These figures scatter from run to run, the slope between about 0.23 and 0.24 V per decade and the spread between about 0.65 and $0.80\,k_BT$. So a spread does exist, but the trapped charge made it; it was not built into the sites.

**Q:** How close is all this to my capacitor?

**A:** The 10 nm film and a coercive field near 1 MV/cm are typical. The interlayer, $P_u$ and the site density are uncertain. The initial 4.15 MV/cm is a severe load on a defective oxide, so leakage or breakdown may intervene, and $\lambda=4.4$ eV is large. The read is harsher. With $P=-P_u$ and $\sigma=8.7$ µC/cm² still trapped, the field formula gives $-8.1$ MV/cm at zero bias and $-11.8$ MV/cm at $-3$ V. At that voltage the reverse barrier $(\lambda+\Delta)^2/4\lambda$ with constant $\nu$ releases electrons in about 20 ms, so $\sigma$ stays put only in a faster read. The depolarizing field, $4.15\times1.5/10=0.62$ MV/cm, is below the coercive field but not far below, so some domains might switch back.

The imprint computed for uniform trapped charge is very strong: 0.73 to 0.88 V. By the loop equation with $P=\pm P_u$, the coercive voltage before imprint is $E_c(d_F+\varepsilon_Fd_I/\varepsilon_I)-P_ud_I/(\varepsilon_0\varepsilon_I)=1.225-0.762=0.46$ V. The shift exceeds it, so in this model the opposite state would switch back at zero bias. A real polycrystalline film also breaks the assumption of identical sites. In the mixed example that alone moves the slope from 0.218 to 0.102 V per decade.

**Q:** Then what may I write about my logarithmic curve?

**A:** That it fits a barrier distribution and, if its slope is not below the floor, equally one process slowed by its own charge. Call the density from the slope an apparent one. A history experiment can reveal memory beyond the total charge, but even then the density is the true one only if feedback is negligible or has been corrected for.
